Oscillating thickness profile ahead of a retracting film edge

**1. What goes wrong without the result**

A thin solid film heated on a substrate it does not wet draws back from its edge while still solid. The matter removed from the edge collects in a raised rim. Suppose one assumes that the film slopes smoothly down from the rim to its original thickness. One then misses the valley in front of the rim, where the film is thinnest and may first break through to the substrate. One may also mistake the low hump beyond the valley for a separate instability. Both features follow from surface diffusion at a moving edge, and the ratio of their heights can be calculated without knowing the diffusivity.

**2. Model and sign conventions**

The undisturbed film has thickness H and occupies x > X(t). Its straight edge at X(t) moves towards +x with speed V = dX/dt > 0. The height h(x,t) is measured from a rigid, flat substrate. Matter moves by surface diffusion alone, the surface energy γ and diffusivity D_s are isotropic, and nothing varies along the edge.

Subscripts x, s and t denote derivatives, except in the name D_s. The curvature is

κ = h_xx/(1 + h_x²)^(3/2),

which is positive at the bottom of a valley. An atom of volume Ω on the surface has excess chemical potential

μ = −γΩκ,

so it is lower in valleys than on crests. With one mobile site per area Ω^(2/3), the number of atoms crossing unit length of a line on the surface per unit time is

j = −[D_s/(Ω^(2/3) k_B T)] μ_s = [D_s γ Ω^(1/3)/(k_B T)] κ_s,

where s is arc length. Where the flux diverges the surface sinks, so its outward normal velocity is

v_n = −Ω j_s = −B κ_ss, B = D_s γ Ω^(4/3)/(k_B T).

To return to h(x,t), use h_t = v_n (1 + h_x²)^(1/2) and ∂/∂s = (1 + h_x²)^(−1/2) ∂/∂x. The two square roots outside the outer derivative cancel:

h_t = −B ∂/∂x [ (1 + h_x²)^(−1/2) κ_x ]. (1)

**3. Linearisation**

Write h = H + εu, where ε marks the small quantity. Then h_x = εu_x, and

(1 + h_x²)^(−1/2) = 1 − ε²u_x²/2 + …,

κ = εu_xx (1 − 3ε²u_x²/2 + …).

The slope enters the correction factors through its square. Equation (1) therefore has no term of order ε², and its first correction is of order ε³. At first order, after setting ε = 1,

u_t = −B u_xxxx. (2)

The relative error of (2) is of the order of the slope squared. A symbolic expansion of (1) confirmed both the linear term and the absence of a second-order term.

**4. The steady profile in the moving frame**

Let ξ = x − X(t) be the distance ahead of the edge, and suppose that u depends on ξ alone. At fixed x, ξ decreases at rate V, so u_t = −V u′, where a prime means d/dξ. Equation (2) becomes

−V u′ = −B u′′′′, or B u′′′′ = V u′.

Integrate once. The constant is zero because u and its derivatives vanish far ahead. With

L = (B/V)^(1/3)

this gives

u′′′ = u/L³. (3)

Equation (3) is a statement about flux. In the small-slope limit the volume flux towards +x is q = B u′′′, because (2) then reads u_t = −q_x. Hence q = V u: where the film is thicker than H, matter moves forwards, and where it is thinner, matter moves backwards.

Equation (3) also rules out a decay that keeps one sign. Suppose u > 0 everywhere beyond some point. Then u′′′ > 0, so u′′ rises towards its limit of zero and must be negative. Then u′ falls towards zero and must be positive. Then u rises towards zero and must be negative, which contradicts the assumption. Reversing all signs excludes u < 0 in the same way. The disturbance must keep crossing zero.

For the explicit form, try u = exp(λξ) in (3):

(λL)³ = 1, so λL = 1 or λL = −1/2 ± i√3/2.

The first root grows ahead of the edge and is excluded. The remaining pair gives

u = A exp(−ξ/2L) cos θ, θ = √3 ξ/(2L) + φ. (4)

Conditions nearer the edge fix A and φ.

**5. Extrema and their ratio**

Differentiate (4):

u′ = −(A/L) exp(−ξ/2L) [ (1/2) cos θ + (√3/2) sin θ ].

Since cos(π/3) = 1/2 and sin(π/3) = √3/2, the bracket is cos(θ − π/3). It vanishes, with a change of sign, at

θ = 5π/6 + nπ, n an integer.

Successive extrema are therefore separated by a phase π. Their distance Δ follows from √3Δ/(2L) = π:

Δ = 2πL/√3 ≈ 3.63 L. (5)

Over this distance cos θ changes sign and keeps its magnitude, √3/2 at every extremum. The envelope changes by exp(−Δ/2L). Hence

u_(n+1)/u_n = −exp(−π/√3) ≈ −0.163. (6)

The length L has cancelled. In this linear steady regime the ratio does not depend on B, V, H or the contact angle. Those quantities affect the length scale, the amplitude or the phase. The number comes from the angles of the cube roots of one, which fix the decay rate at 1/√3 of the wavenumber.

Equation (6) can be checked without using (4). For steady translation the full law (1) integrates to

dκ/ds = (h − H)/L³,

with no restriction on slope. This equation was integrated numerically from far ahead towards the edge, a direction in which the unwanted root dies out. Among extrema lower than 10⁻³ L, the signed ratio was −0.16303 and the spacing 3.6276 L, in agreement with (5) and (6).

**6. Contrast: an advancing edge**

If the edge advances over bare substrate, the film lies behind the motion and V is negative. With L = (B/|V|)^(1/3), equation (3) changes sign:

u′′′ = −u/L³, (λL)³ = −1, λL = −1 or 1/2 ± i√3/2.

The complex pair now grows with distance into the film. The one decaying solution is exp(−ξ/L), which has no extrema. Among steady linear profiles, the train of valleys and humps therefore belongs to retraction. The steady advancing profile needs matter supplied at the edge, since the flux there is Vu(0) = |V|H. An edge that advances without such a supply is not steady, and its profile can oscillate. In a solution of (2) that starts from an edge four times steeper than its contact slope and has zero flux at the contact line, the edge first advances, with extrema of about +0.05 H, −0.006 H and +0.0008 H in the film. An oscillating profile alone therefore does not show that an edge is retracting.

**7. Why retraction is only quasi-steady**

Equation (3) says that the flux is V(h − H). At a contact line, h = 0, this would be −VH: a steady edge would have to lose matter at exactly the rate at which it sweeps up film. If no matter leaves, the flux there is zero and the swept-up volume must accumulate. For an edge that starts at X = 0 with negligible initial excess,

∫ (h − H) dξ = XH. (7)

The rim grows, matter has farther to travel, and V falls. The steady law can then hold only as a limit.

That limit can be found when the rim is much higher than H. Let the slope at the contact line be m, small enough for the linear equation. Neglecting H beside the rim height, the conditions are u(0) = 0 and u′(0) = m, and the decaying solution is

u = (2mL/√3) exp(−ξ/2L) sin(√3 ξ/2L).

The edge flux Vu(0) is now zero, as required. For the area, integrate (3):

∫ u dξ = L³ ∫ u′′′ dξ = −L³ u′′(0).

The two decaying roots satisfy (λL)² + λL + 1 = 0, so u′′ = −u′/L − u/L², and u′′(0) = −m/L. The area is mL², and (7) gives

XH = mL². (8)

Equation (8) gives L = (XH/m)^(1/2). Insert this into V = B/L³:

dX/dt = B [m/(XH)]^(3/2).

Separating variables and integrating from X = 0,

(2/5) X^(5/2) = B (m/H)^(3/2) t, so X ∝ t^(2/5). (9)

How good is the neglect of time dependence? In the moving frame the exact linear equation is u_t − V u′ = −B u′′′′. Within a distance of order L from the edge, u_t is of order u/t, while V u′ is of order Vu/L. Their ratio is L/(Vt). By (9), Vt = 2X/5, so the relative correction there is of order L/X. By (8) this equals H/(mL), which falls slowly, as t^(−1/5).

Farther ahead the correction is larger, because the profile stretches as L grows. The stretching contributes −(ξ/L)(dL/dt)u′ to u_t. Since L ∝ X^(1/2), the size of this term relative to V u′ is ξ/(2X). In the limiting profile the hump lies at ξ ≈ 8.5 L, so the correction there is about 4L/X.

**8. How slowly the limit is reached**

Equation (2) was also solved in time with h = 0, slope m and zero flux at a free contact line. Heights are in units of H, lengths in H/m and times in (H/m)⁴/B.

At t = 100: L/X = 0.65, hump/valley = 0.119.

At t = 1000: L/X = 0.31, hump/valley = 0.129.

At t = 10000: L/X = 0.16, hump/valley = 0.137.

These are magnitudes; the signs alternate. The last ratio is 16 % below the steady value, and halving the mesh spacing shifted it by about 0.2 %. The approach is monotonic over these three times, but the deviation does not shrink in proportion to L/X, so the leading estimate does not suffice here. The effective exponent d ln X/d ln t falls from 0.55 to 0.44, towards the 2/5 of (9). The ratio L²/X, which (8) sets to one in these units, falls from 2.1 to 1.3. The distance from valley to hump also lags behind its steady value: it rises from 2.7 L to 3.2 L, against 3.63 L in (5).

Over the same times the valley deepens from 0.10 H to 0.45 H. In the limiting profile all heights grow in proportion to mL while H stays fixed. When the small-slope solution is continued, the valley reaches the substrate at t ≈ 2 × 10⁵ and the film pinches off. The hump/valley ratio is then about 0.146, so in this calculation the film breaks before the steady value 0.163 is reached.

The first member of the sequence also needs care. The rim can be steep, and then (2) fails there. Even in the small-slope calculation, the valley-to-rim ratio at the last time is 0.132. The safer comparison starts with the valley and takes the hump beyond it.

**9. Worked example: a thin gold film**

Take round parameters in the rough regime of gold on silica: T = 873 K, H = 20 nm, γ = 1.4 J/m² and D_s = 10⁻⁸ cm²/s. The diffusivity is an order-of-magnitude assumption. The edge speed, 0.1 nm/s, and the depth of the first valley, 10 nm, are also chosen inputs.

A face-centred cubic cell of side 0.408 nm holds four atoms, so

Ω = (0.408 nm)³/4 = 0.01698 nm³.

The other factors are D_s = 10⁶ nm²/s, γ = 8.74 eV/nm² and k_B T = 0.0752 eV. Hence

B = 10⁶ × 8.74 × (0.01698)^(4/3)/0.0752 ≈ 5.07 × 10⁵ nm⁴/s,

L = (5.07 × 10⁵/0.1)^(1/3) nm ≈ 172 nm.

Equation (5) puts the extrema 3.63 × 172 nm ≈ 620 nm apart. Equation (6) gives the next two heights:

hump: +10 nm × 0.163 ≈ +1.6 nm,

second valley: −1.63 nm × 0.163 ≈ −0.27 nm.

The (111) layers of gold are 0.24 nm apart. The hump is about seven layers high, but the second valley is about one layer deep, where a continuous surface is no longer a sound description. For this valley depth, the model offers one hump to look for, and not a long wave train.

**10. What the example leaves out**

Finite slope is unimportant beyond the valley. With the valley depth held at 10 nm, the full steady equation changes the hump height by 0.005 %.

Slowing of the edge matters more. Here L/H = 8.6. For an edge slope of one, this lies a little beyond the last simulated state, where L/H = 7.8. Using that state's ratio, 0.137, lowers the hump from 1.6 to about 1.4 nm. At L/H = 8.6 the time-dependent solution also puts the hump about 550 nm beyond the valley, not 620 nm, and makes the second valley about 0.20 nm deep, not 0.27 nm. This is a guide and not a prediction for gold on silica, whose contact angle exceeds 90° and so lies outside a small-slope description of the edge.

Grain boundaries can overwhelm the pattern. A boundary imposes a fixed slope where it meets the surface, and the one length that (2) can form with time is (Bt)^(1/4). Its groove depth is therefore of order slope × (Bt)^(1/4). In the time t = L/V ≈ 1700 s, during which the edge moves by L, this length equals L, because BL/V = L⁴. For a rough slope of 0.14, the depth scale is 0.14 × 172 nm ≈ 24 nm. The small-slope groove solution of (2) has the prefactor 0.78, which gives a depth of about 19 nm, nearly the whole film thickness. The example therefore applies to a film without grain boundaries near the edge.

The remaining estimates use the wavenumber k = √3/(2L). An assumed film stress σ = 50 MPa with elastic modulus E = 80 GPa gives an elastic-to-capillary ratio of order σ²/(Eγk) ≈ 0.4 %. This presumes that the thermal stress has largely relaxed. The estimate grows as σ²: 200 MPa gives 7 %, and the unrelaxed thermal mismatch stress of gold on silica at this temperature, about 1 GPa, would make it of order one. For van der Waals attraction across the film, the energy per area −A_H/(12πh²) has a second derivative of magnitude A_H/(2πh⁴), to be compared with γk². With an assumed Hamaker constant A_H = 0.62 eV and the 10 nm of film left under the valley, the ratio is about 5 %, and it rises steeply as the valley thins. Evaporation at an assumed vapour pressure of 10⁻¹¹ Torr removes about 0.0003 nm in the time L/V.

Facets, like grain boundaries, take a real gold film outside the model. On a facet the surface energy has a cusp as a function of orientation, so μ = −γΩκ does not apply and neither does the factor 0.163. The present calculation cannot say how far facets move the number. It also excludes undulations along the edge, which would make the profile depend on two coordinates.

**11. Using the ratio and the spacing**

The ratio can be compared with a measured profile without a value for B, but for shallow valleys it does not single out surface diffusion. A viscous film driven by surface tension obeys h_t = −C ∂/∂x(h³ h_xxx), with C constant. For disturbances much smaller than H this has the form of (2) with B = CH³, so it gives the same ratio. For deeper valleys the factor h³ matters: in the steady viscous profile the hump/valley ratio is about 0.19 for a valley 0.12 H deep and about 0.42 for one 0.6 H deep. That the matter moves by surface diffusion must be known from other evidence. The spacing carries the material information: from (5), L = √3Δ/(2π), and therefore

B = V [√3Δ/(2π)]³.

A small relative error in Δ becomes three times as large in B. This use requires a smooth, unfaceted surface, small slopes beyond the valley, and a hump whose distance ξ from the edge is much less than 2X. The last condition is demanding. In the time-dependent solution of part 8, the formula gives a B that is about 33 % too low at t = 10000 and still about 20 % too low near pinch-off. For small slopes and a film that starts with no rim, it is therefore an estimate from below over this range of times, provided V is the instantaneous edge speed. With the mean speed X/t in place of V, the formula gives a B about 50 % too high at t = 10000 and about 90 % too high near pinch-off. A hump-to-valley ratio somewhat below 0.163 is not by itself evidence against surface diffusion, since the time-dependent solutions in part 8 show such values.

Computed values

```
predicted shrink factor exp(-pi/sqrt3) = 0.16303
predicted spacing of extrema = 3.6276 L
retracting edge: decaying exponents x L = -0.5000 +/- 0.8660 i
advancing edge: decaying exponent x L = -1.0000
nonlinear steady profile: signed ratio of extrema = -0.16303
nonlinear steady profile: spacing = 3.6276 L
simulation units: height H, length H/m, time (H/m)^4/B
t=100: X=5.08, L=3.29, dlnX/dlnt=0.551, L^2/X=2.132
   rim +0.947 H, valley -0.1002 H, valley/rim 0.1058, hump/valley 0.1191
t=1000: X=16.46, L=5.03, dlnX/dlnt=0.479, L^2/X=1.534
   rim +1.884 H, valley -0.2264 H, valley/rim 0.1202, hump/valley 0.1286
t=10000: X=47.40, L=7.80, dlnX/dlnt=0.444, L^2/X=1.285
   rim +3.397 H, valley -0.4496 H, valley/rim 0.1324, hump/valley 0.1369
last hump/valley differs from steady factor by 16.0 %
its shift on halving the mesh = 0.157 %
example: T=873 K, H=20 nm, V=0.1 nm/s, valley depth=10 nm
D_s=1e-08 cm2/s, gamma=1.4 J/m2, lattice constant=0.408 nm
atomic volume = 0.01698 nm^3, kT = 0.07523 eV
B = 5.0690e+05 nm^4/s
L = 171.8 nm, L/H = 8.59
spacing of extrema = 623 nm
envelope 1/e length 2L = 344 nm
next hump = +1.630 nm
second valley = -0.266 nm
finite slope: hump from nonlinear profile = 1.6304 nm, shift 0.005 %
(111) layer spacing = 0.236 nm
time L/V = 1718 s
grain groove scale, slope 0.14: 24 nm
stress 50 MPa, modulus 80 GPa: elastic/capillary = 4.4e-03
van der Waals/capillary at valley, Hamaker 0.62 eV: 4.5e-02
evaporation at 1e-11 Torr in time L/V: 2.5e-04 nm
```
